\section*{Static functional renormalization of a weak bond in a t–V chain}

\section{The form of the answer}

A wire of $N$ sites contains one weak bond. Its conductance in units of $e^2/h$ can depend only on $N$ and on the ratios of energies. At half filling, symmetry under particle--hole exchange combined with a sign change on every second site forbids an average on-site potential. In a static description the interaction can therefore change only the hoppings. Far from the weak bond, the change that reflects electrons at the Fermi energy is an alternation between stronger and weaker bonds.

Let $m$ be the relative amplitude of this alternation. In the continuum $m$ is an inverse length. If the weak bond reflects almost completely, the distance $x$ from it is the only length left at low energy. In that regime $m=a/x$, with a pure number $a$. Its accumulated effect is $\int dx\,a/x=a\ln N$, and the exponential of a logarithm is a power:
\begin{equation}
G\propto N^{-\beta}\propto\varepsilon^{\beta},\qquad \varepsilon=\pi v/N .
\end{equation}
Here $v$ is the Fermi velocity and $\varepsilon$ the infrared energy set by the wire length. The calculation must supply $\beta$ as a function of interaction over hopping.

\section{Model and flow equation}

We set $\hbar$ and the lattice spacing to one and take spinless fermions at zero temperature:
\begin{equation}
H=-\sum_j t_j(c_j^\dagger c_{j+1}+\mathrm{h.c.})
+\sum_j V_j(n_j-\tfrac12)(n_{j+1}-\tfrac12).
\end{equation}
Bond $j$ joins sites $j$ and $j+1$. All bare hoppings equal $t$ except $t_0=t'<t$. The leads do not interact. With $s\in(0,1)$ the position along the wire,
\begin{equation}
V_j=V\sin^2\!\big[\tfrac{\pi}{2}\min(1,4s,4-4s)\big],
\end{equation}
so the interaction is constant in the middle half and vanishes smoothly at the contacts. We take $0<V<2t$, where the uniform chain is a Luttinger liquid.

Write $Q=i\omega-h$ for the inverse free propagator and $G=(Q-\Sigma)^{-1}$. A small change of $Q$ gives
\begin{equation}
\delta G=-G\,\delta Q\,G+G\,\delta\Sigma\,G .
\end{equation}
The same response is a two-particle correlation function. Its disconnected exchange part is $-G\,\delta Q\,G\equiv S$. Its connected part is the full vertex contracted with $S$, with one $G$ attached on each side. Comparison shows that $\delta\Sigma$ is the full vertex contracted with $S$, the change of $G$ at fixed $\Sigma$. The approximation is to replace the full vertex by the bare interaction. The contraction is then the Hartree--Fock expression with $S$ in place of $G$.

The Fock term of $V_jn_jn_{j+1}$ is $-V_j\rho_jc_j^\dagger c_{j+1}+\mathrm{h.c.}$, with
\begin{equation}
\rho_j=\langle c_{j+1}^\dagger c_j\rangle
=\int\frac{d\omega}{2\pi}\,G_{j,j+1}(i\omega).
\end{equation}
It raises the hopping by $V_j\rho_j$. Now suppress all frequencies $|\omega|<\Lambda$ by multiplying the free propagator by a step of height $u=0$ or $1$. At fixed $\Sigma$,
\begin{equation}
G(u)=(Q/u-\Sigma)^{-1}=u(Q-u\Sigma)^{-1}.
\end{equation}
As $\Lambda$ falls through $|\omega|$, this jumps from $0$ to $(Q-\Sigma)^{-1}$. Therefore $S=-\delta(|\omega|-\Lambda)(Q-\Sigma)^{-1}$ per unit increase of $\Lambda$; no product of a step and a delta function is left to interpret.

Let $P$ change the sign of every second site. Since $PhP=-h$,
\begin{equation}
G(-i\omega)=-(i\omega+h)^{-1}=-P\,G(i\omega)\,P .
\end{equation}
Diagonal elements are odd in $\omega$, so the contributions of $\pm\Lambda$ cancel. The density $1/2$ from the high-frequency tail is cancelled by the $-1/2$ in $H$. Nearest-neighbour elements are even, and real because $h$ is real and symmetric. The two frequencies add to
\begin{equation}
\boxed{\;\frac{dt_j}{d\Lambda}=-\frac{V_j}{\pi}\,G_{j,j+1}(i\Lambda),\qquad G=(i\Lambda-h^\Lambda)^{-1}\;}
\label{flow}
\end{equation}
where $h^\Lambda$ contains the running hoppings. As $\Lambda$ decreases, $t_j$ grows for $V_j>0$.

\section{An algorithm of order $N\ln N$}

Let $g_j$ be the end-site propagator of the chain cut to the right of site $j$. Eliminating the sites to the left gives $g_{j+1}=1/(i\Lambda-t_j^2g_j)$. With $g=-i\gamma$ this becomes real and positive:
\begin{equation}
\gamma_{j+1}=\frac1{\Lambda+t_j^2\gamma_j}.
\label{rec}
\end{equation}
In a uniform lead $\gamma_{j+1}=\gamma_j$, hence $t^2\gamma^2+\Lambda\gamma-1=0$ and
\begin{equation}
\gamma_{\rm lead}=\frac{\sqrt{\Lambda^2+4t^2}-\Lambda}{2t^2}.
\end{equation}
Joining the two cut chains by $h_{j,j+1}=-t_j$ gives
\begin{equation}
G_{j,j+1}=\frac{g^L(-t_j)g^R}{1-t_j^2g^Lg^R}
=\frac{t_j\gamma_j^L\gamma_{j+1}^R}{1+t_j^2\gamma_j^L\gamma_{j+1}^R},
\end{equation}
because $g^Lg^R=-\gamma^L\gamma^R$. Mirror symmetry makes $\gamma^R$ the reversed list of $\gamma^L$, so one sweep suffices.

\begin{enumerate}
\item Start at $\Lambda_0=100t$. There $G_{j,j+1}\simeq t_j/\Lambda^2$, and the part of the flow above $\Lambda_0$ gives $t_j(\Lambda_0)=t_j[1+V_j/(\pi\Lambda_0)]$.
\item Integrate $dt_j/d\ln\Lambda=-\Lambda V_jG_{j,j+1}/\pi$ down to $\Lambda_1=10^{-3}t/N$ by fourth-order Runge--Kutta, with steps of about $0.125$ in $\ln\Lambda$.
\item Add $\Lambda_1V_jG_{j,j+1}(i\Lambda_1)/\pi$ for the remaining interval.
\end{enumerate}
The number of steps grows as $\ln N$, so the cost is of order $N\ln N$. In the last interval $G$ varies on the scale $t/N$. The error per bond is then at most of order $V\Lambda_1^2N/t^2$, and over $N$ bonds at most of order $(V/t)(\Lambda_1N/t)^2=10^{-6}V/t$.

\section{Conductance from the final hoppings}

A static self-energy scatters elastically, so the conductance is the transmission probability at zero energy times $e^2/h$. The Schr\"odinger equation there reads
\begin{equation}
t_j\psi_{j+1}+t_{j-1}\psi_{j-1}=0 .
\end{equation}
The sublattices decouple. Relative to the free chain, amplitudes on even sites are multiplied across the wire by $e^{S}$ and those on odd sites by $e^{-S}$, where from here on
\begin{equation}
S=\sum_j(-1)^j\ln(t_j/t).
\end{equation}
The Fermi wave number is $\pi/2$. On the left $\psi_x=i^x+r\,i^{-x}$, which equals $i^x(1+r)$ on even and $i^x(1-r)$ on odd sites. On the right $\psi_x=\tau i^x$. Matching gives
\begin{equation}
\tau=e^S(1+r)=e^{-S}(1-r).
\end{equation}
Adding $1+r=\tau e^{-S}$ and $1-r=\tau e^{S}$ yields $\tau=1/\cosh S$, and then $r=-\tanh S$. Thus
\begin{equation}
G=\frac{e^2}{h}\frac1{\cosh^2S},\qquad |r|=\tanh|S| .
\label{cond}
\end{equation}
A weak bond makes $S$ negative.

\section{The exponent at first order}

For $t'\to0$ the right half is an open chain beginning at site 1, with states $\sqrt{2/\pi}\sin kj$ filled up to $k=\pi/2$:
\begin{align}
\rho_j&=\frac2\pi\int_0^{\pi/2}\!dk\,\sin kj\,\sin k(j+1)\nonumber\\
&=\frac1\pi\int_0^{\pi/2}\!dk\,[\cos k-\cos k(2j+1)]
=\frac1\pi\Big[1-\frac{(-1)^j}{2j+1}\Big].
\label{bond}
\end{align}
The first two values are $0.4244$ and $0.2546$: the end bond is strengthened and its neighbour weakened relative to $1/\pi$. Define $\alpha=V/(\pi t)$. The alternating part of $t_j/t$ is $-\alpha(-1)^j/(2j+1)$. Both halves contribute equally to $S$, and the smooth part leaves a constant:
\begin{equation}
S=\text{const}-2\alpha\sum_{j\ge1}^{\sim N}\frac1{2j+1}
=\text{const}-\alpha\ln N .
\end{equation}
The weak bond itself gains $V\rho_0\propto t'$ with a finite coefficient, hence no logarithm at this order. For large $|S|$, $G\simeq4e^{-2|S|}$ in units of $e^2/h$, so $\beta=2\alpha$.

\subsection*{Comparison with the Luttinger parameter}

On a ring of $L$ sites, $\Delta N$ added particles and a flux phase $\phi$ cost, in a Luttinger liquid,
\begin{equation}
\delta E=\frac{\pi v}{2KL}(\Delta N)^2+\frac{vK}{2\pi L}\phi^2 .
\end{equation}
Here the boundary phase follows the particle parity, so that the ground state stays at zero current. An open segment has the same charging energy. Conformal invariance relates an excitation energy $\pi vd/L$ of an open segment to an end operator of scaling dimension $d$, so an end fermion has $d=1/(2K)$. Hopping between two ends has dimension $1/K$. In one time dimension its amplitude scales as $\varepsilon^{1/K-1}$, and the conductance as its square:
\begin{equation}
G\propto\varepsilon^{2(1/K-1)} .
\end{equation}

We need $K$ at first order. At density $n$, $\rho=e^{i\phi/L}\sin(\pi n)/\pi$, and the first-order energy is
\begin{equation}
E=-\frac{2tL}{\pi}\sin(\pi n)\cos\frac\phi L
+VL\Big[(n-\tfrac12)^2-\frac{\sin^2\pi n}{\pi^2}\Big].
\end{equation}
At $n=1/2$ the second derivative with respect to particle number is $(2\pi t+4V)/L$: the interaction gives $2V$ from the Hartree and $2V$ from the Fock term. The second derivative with respect to $\phi$ is $2t/(\pi L)$. Their ratio must equal $\pi^2/K^2$, so
\begin{equation}
\frac1K=\sqrt{1+\frac{2V}{\pi t}}=1+\frac{V}{\pi t}+O(V^2).
\end{equation}
Therefore $2(1/K-1)=2\alpha$ at first order, which is the exponent of the flow.

For errors beyond first order we use the Bethe-ansatz result, quoted here without derivation,
\begin{equation}
\frac1K=\frac2\pi\arccos\Big(-\frac V{2t}\Big),\qquad
2\Big(\frac1K-1\Big)=\frac{2V}{\pi t}+\frac{V^3}{12\pi t^3}+\dots
\end{equation}
It has no second-order term. Diagonalizing rings of 8 and 12 sites, taking $1/K$ from the two curvatures and extrapolating linearly in $1/L^2$ gives $1.1608$ at $V=0.5t$ and $1.3322$ at $V=t$. The formula gives $1.1609$ and $1.3333$.

\section{Why feedback is needed}

For a partly transmitting bond, a wave arriving from the right is $e^{-ikx}+r_Re^{ikx}$ on that side. Its interference contributes
\begin{equation}
\int_0^{\pi/2}\frac{dk}{2\pi}\,2\,{\rm Re}\,[r_Re^{ik(2j+1)}]
\simeq\frac{(-1)^jr_R}{\pi(2j+1)}
\end{equation}
to the alternating part of $\rho_j$, from the endpoint $k=\pi/2$. There $r_R=-\tanh|S|$, and the hard wall has $r_R=-1$. The logarithm is thus reduced by $|r|$. The alternation at distance $x$ forms when $\Lambda\sim t/x$, after the structure at shorter distances has changed the reflection. At leading order in $\alpha$,
\begin{equation}
\frac{d|S|}{d\ln N}=\alpha\tanh|S|
\;\Rightarrow\;\frac{d\ln\sinh|S|}{d\ln N}=\alpha
\;\Rightarrow\;\sinh|S|\propto N^\alpha .
\label{rg}
\end{equation}
With $G$ in units of $e^2/h$, $G/(1-G)=1/\sinh^2S\propto N^{-2\alpha}$. This combination is the one to fit, since it also removes the leading curvature at moderate reflection.

Two limits follow. A nearly perfect bond has $1-G\simeq S^2\propto N^{2\alpha}$: weak backscattering grows with length. At $|S|=1$ the conductance is still $0.42\,e^2/h$; only for $|S|\gg1$ does it fall as $N^{-2\alpha}$. For weak attraction $\alpha<0$, and $|S|$ shrinks with $N$, so the weak bond heals.

If $G$ in Eq.~(\ref{flow}) is computed from the bare hoppings, $|r|$ keeps its bare value. For $t'=0.5t$ this is $(1-0.25)/(1+0.25)=0.6$. At $V=0.02t$, the slope of $|S|$ between $N=512$ and $1024$, divided by $\alpha$, is then $0.5955$. The bulk hopping has grown by the factor $1+\alpha=1.0064$, which lowers the expected value to $0.596$.

At $V=0.8t$, with $t'=0.5t$ and $N=1024$ and $2048$, the exponent of $G/(1-G)$ is $0.273$ without feedback and $0.458$ with it. An almost cut chain, $t'=0.01t$, gives $0.471$ with feedback. First-order hoppings thus give an exponent tied to the bare bond; the flow removes most of that dependence.

\section{Truncation error at second order}

The static flow contains some second-order terms but not all. Its own second-order coefficient can be found near an open end. Write $t_j=t[1-(-1)^jm]$, $\kappa=\Lambda/t$, and
\begin{equation}
\gamma_j^L=\frac1te^{-(-1)^j\theta_j},\qquad
\gamma_{j+1}^R=\frac1te^{-(-1)^j\varphi_j}.
\end{equation}
For small $\kappa$ and $m$, the logarithm of Eq.~(\ref{rec}) gives
\begin{equation}
\theta_{j+1}-\theta_j=2m-(-1)^j\kappa\,e^{(-1)^j\theta_j}.
\end{equation}
Averaging over two neighbouring sites turns the last term into $\kappa\sinh\theta$. The sweep from the right is treated alike:
\begin{equation}
\theta'=2m-\kappa\sinh\theta,\qquad -\varphi'=2m-\kappa\sinh\varphi .
\end{equation}
On a bond $t_j^2\gamma^L\gamma^R\simeq e^{-(-1)^j(\theta+\varphi)}$, so the alternating part of $G_{j,j+1}$ is $-(-1)^j\tanh[(\theta+\varphi)/2]/(2t)$. Equation~(\ref{flow}) becomes
\begin{equation}
\frac{dm}{d\kappa}=-\frac\alpha2\tanh\frac{\theta+\varphi}2 .
\end{equation}
At zeroth order $\varphi=0$. The end condition $\theta(0)=\infty$ gives $\tanh(\theta/2)=e^{-\kappa x}$, hence $m=(\alpha/2x)e^{-\kappa x}$. This $m$ acts back on $\theta$ and $\varphi$. With $X=\kappa x$ and $\cosh\theta=\coth X$, the linearized equations have the solutions
\begin{equation}
\delta\theta=\frac{\alpha}{\sinh X}\int_0^X\!dY\,\frac{\sinh Y\,e^{-Y}}Y,\qquad
\varphi=\alpha e^X\!\int_X^\infty\!dY\,\frac{e^{-2Y}}Y .
\end{equation}
The hyperbolic tangent changes by $\tfrac12(1-e^{-2X})(\delta\theta+\varphi)=e^{-X}\sinh X\,(\delta\theta+\varphi)$. Integrating over $\kappa$ gives $m=a/x$ with $a=\frac\alpha2(1+\alpha I)$. Exchanging the order of integration,
\begin{align}
I&=\int_0^\infty\!\frac{dY}{Y}\Big[\frac{e^{-Y}-e^{-3Y}}2+e^{-2Y}(\cosh Y-1)\Big]\nonumber\\
&=\tfrac12\ln3+\big(\ln2-\tfrac12\ln3\big)=\ln2 ,
\end{align}
by $\int_0^\infty dY(e^{-pY}-e^{-qY})/Y=\ln(q/p)$.

At low energy $t$ in these formulas is the renormalized bulk hopping $t^*=t(1+\alpha)+O(V^2)$, because $\rho=1/\pi$ in the bulk. So $\alpha$ is replaced by $\alpha(1-\alpha)$. Two halves give $|S|=2a\ln N$ and $\beta=4a$:
\begin{equation}
\boxed{\;\beta=2\alpha\,[1-(1-\ln2)\alpha+O(\alpha^2)],\qquad \alpha=\frac{V}{\pi t}\;}
\label{second}
\end{equation}
Feedback of the alternation raises the exponent, and the faster bulk lowers it more. The true exponent has no $\alpha^2$ term, so the remainder is the leading truncation error; a finer grid cannot remove it.

The exponents below use $t'=0.01t$ and the pair $N=1024,2048$.
\begin{center}
\begin{tabular}{cccc}
$V/t$ & flow $\beta$ & $2\alpha$ & $2(1/K-1)$\\ \hline
0.1 & 0.0630 & 0.0637 & 0.0637\\
0.2 & 0.1247 & 0.1273 & 0.1275\\
0.4 & 0.2447 & 0.2546 & 0.2564\\
0.8 & 0.4713 & 0.5093 & 0.5240
\end{tabular}
\end{center}
A parabola in $\alpha$ through the three smallest values of $\beta/(2\alpha)$ has intercept $0.999$ and initial slope $-0.309$. Equation~(\ref{second}) gives $1$ and $-0.307$. The difference is finite length: extrapolation in $N$ from wires up to $N=8192$ raises the flow entries by $0.0001$ at $V=0.1t$ and by $0.001$ at $V=0.8t$, and the same fit then gives $1.000$ and $-0.307$. The intercept expresses the first-order agreement, the slope its limit.

\section{Worked example}

Take the round model values $V=0.5t$ and $t'=0.1t$. Then $\alpha=0.5/\pi=0.1592$. The flow raises the bulk hopping to $t^*=1.1548t$, so $v=2t^*=2.3095t$. For $N=2048$ the infrared energy is
\begin{equation}
\varepsilon=\frac{\pi\times2.3095}{2048}\,t=0.00354\,t .
\end{equation}
The local exponent compares each wire with one of half its length.
\begin{center}
\begin{tabular}{rcccc}
$N$ & $\varepsilon/t$ & $|S|$ & $G/(e^2/h)$ & exponent\\ \hline
64 & 0.1134 & 2.7158 & 0.01735 & --\\
128 & 0.0567 & 2.8177 & 0.01418 & 0.2964\\
256 & 0.0283 & 2.9208 & 0.01155 & 0.2995\\
512 & 0.0142 & 3.0247 & 0.00939 & 0.3012\\
1024 & 0.0071 & 3.1289 & 0.00763 & 0.3021\\
2048 & 0.0035 & 3.2335 & 0.00620 & 0.3027
\end{tabular}
\end{center}
The last entry follows from
\begin{equation}
\beta=\frac{2}{\ln2}\ln\frac{\sinh3.23345}{\sinh3.12892}=0.3027 .
\end{equation}
Without interaction $G=4(0.1)^2/(1+0.1^2)^2=0.0392\,e^2/h$ at every length. At $N=2048$ the interaction has reduced it about sixfold, to $0.0062\,e^2/h$, or $0.240\,\mu$S.

Three errors can be separated. Halving the Runge--Kutta step at $N=1024$ moves $S$ by $8\times10^{-9}$, which is negligible here. The increments of the local exponent shrink by a factor of about $0.55$ at each doubling in the table, and more slowly beyond it: the factor is $0.61$ at $N=16384$, where the exponent is $0.3032$. About $0.0007$ therefore remains from finite length at $N=2048$. The truncation error is larger: $2(1/K-1)=0.3217$, and the flow value lies $5.9\%$ below it. Equation~(\ref{second}) predicts $0.3183(1-0.307\times0.159)=0.3028$. The bare first-order value $0.3183$ is closer to the true exponent than the flow. The merit of the flow is that it generates the power law without assuming it, not that it improves the coefficient. The exponent quoted here belongs to strong reflection. For a nearly perfect bond, $t'=0.98t$, the lengths $N=1024$ and $2048$ give $0.276$ for the exponent of $G/(1-G)$; for $t'=0.5t$ they give $0.294$, and for $t'=0.01t$ they give $0.303$.

\section{Conditions of validity}

The contacts must not reflect. With the smooth profile above and no weak bond, $1-G$ at $N=1024$ and $V=0.5t$ is about $10^{-17}$ in units of $e^2/h$. This length is a favourable one; $N=1026$ gives $8\times10^{-12}$ and $N=66$ gives $2\times10^{-7}$, still negligible. An abrupt contact in general adds its own alternation to $S$: with $V_j=V$ on all bonds of the wire, $1-G=0.055$ at $N=1024$.

Away from half filling the on-site self-energies no longer cancel, and both Eq.~(\ref{cond}) and the real recursion must be replaced by their complex forms. As $V$ approaches $2t$, $\alpha$ reaches $0.64$ and an expansion in it loses its control. The neglected flow of the vertex, which already causes the second-order error found above, can then no longer be treated as a small correction. A static self-energy also omits inelastic scattering, so the results describe the zero-temperature conductance of a finite wire.
